Hyperfine depolarization of atomic multipoles and its time average

**1. Two spins one-half**

Take an electronic level with J = 1/2 and a nucleus with I = 1/2, coupled by A I·J, where I and J are dimensionless and A is an energy. At t = 0 the electronic spin is up and the nucleus is unpolarized: half of the atoms start in |↑↑⟩ and half in |↑↓⟩, the electronic spin being written first.

The state |↑↑⟩ has F = 1, M = 1. It is stationary, and these atoms keep their electronic spin. The other state is a superposition of two energy eigenstates,

|↑↓⟩ = (|F=1,M=0⟩ + |F=0,M=0⟩)/√2.

Since I·J = [F(F+1) − J(J+1) − I(I+1)]/2, its values are 1/4 for F = 1 and −3/4 for F = 0. The levels are A apart, and the relative phase of the two parts turns at ω = A/ħ. When it has reached π the state is |↓↑⟩, up to a phase. The probability that the electronic spin is up is cos²(ωt/2), so its mean value, in units of the initial one, is 2cos²(ωt/2) − 1 = cos ωt. Averaging over the two halves gives

G₁(t) = 1/2 + (1/2) cos ωt.

The electronic polarization is lent to the nucleus and comes back. Its time average is 1/2, not zero, because part of it belongs to stationary states. When J and I both exceed 1/2 there are more beats, and their weights are given by squared 6j symbols and the degeneracies of the levels.

**2. Assumptions and multipoles**

An isolated level J is excited at t = 0 by a weak pulse that is short compared with the inverse of every hyperfine frequency, but still selects this one J. The pulse acts on the electrons alone. Before it, the nuclei are unpolarized and uncorrelated with the electrons, as when all hyperfine sublevels of the lower level are equally populated, so

ρ(0) = ρ_J(0) ⊗ 1/(2I+1).

There are no external fields and no collisions. The hyperfine Hamiltonian H is a scalar within the level: it commutes with F = I + J, and its energies E_F depend on F only. It may contain a quadrupole part. All F decay at the same rate Γ, and the common factor e^(−Γt) is left out until section 6.

Write C(kq,Jm'|Jm) for the Clebsch–Gordan coefficient, taken real, that couples k and J to J. For k = 0, …, 2J define operators on the electronic space by

T_kq |Jm'⟩ = c Σ_m C(kq,Jm'|Jm) |Jm⟩.

Under rotations they transform as a tensor of rank k. The inner product Tr(X†Y) is unchanged by rotations, so operators of different k or q are orthogonal, and the 2k+1 components of one rank have equal norms. We choose c > 0 to make these norms one:

Tr(T_kq† T_k'q') = δ_kk' δ_qq'.

To find c, sum the norms over q. For each m the squared coefficients, summed over q and m', give one, and there are 2J+1 values of m. Hence

2k+1 = c²(2J+1),  c² = (2k+1)/(2J+1).

The number of operators is Σ_k (2k+1) = (2J+1)², so they form a complete set:

ρ_J = Σ_kq ρ_kq T_kq,  ρ_kq = Tr(T_kq† ρ_J).

Rank 0 is the population, rank 1 the orientation and rank 2 the alignment.

**3. Why each rank has a single factor**

With U = exp(−iHt/ħ), the electronic density matrix at time t is the image of the initial one under the linear map

Λ(X) = Tr_I[U (X⊗1) U†]/(2I+1).

Rotate X by R_J, and let R = R_J⊗R_I be the same rotation of the whole atom. Because R_I 1 R_I† = 1 and U commutes with R,

Λ(R_J X R_J†) = Tr_I[R U(X⊗1)U† R†]/(2I+1) = R_J Λ(X) R_J†.

In the last step the nuclear rotation cancels under the nuclear trace. Thus Λ commutes with rotations. Each rank occurs once among the operators on J, so by Schur's lemma Λ multiplies all components of a rank by one number:

Λ(T_kq) = G_k(t) T_kq,  ρ_kq(t) = G_k(t) ρ_kq(0).

Hyperfine coupling therefore does not turn orientation into alignment here. The argument used the unpolarized nucleus; a polarized one supplies a direction of its own, and this proof no longer applies.

Taking the inner product with T_kq gives

G_k(t) = Tr[(T_kq†⊗1) U (T_kq⊗1) U†]/(2I+1).

At t = 0 the trace is Tr(T_kq†T_kq) · (2I+1), so G_k(0) = 1. For k = 0 the operator is a multiple of the identity and commutes with U, so G₀(t) = 1: the population is untouched.

**4. The sum over F and F'**

Evaluate the trace in the states |FM⟩, for which U gives e^(−iE_F t/ħ) and U† gives e^(+iE_F' t/ħ) on |F'M'⟩. With ω_FF' = (E_F − E_F')/ħ,

G_k(t) = (2I+1)⁻¹ Σ_FF' Σ_MM' |⟨FM|T_kq|F'M'⟩|² e^(−iω_FF' t).

The left side does not depend on q, so the right side may be averaged over q. This replaces the inner sum by

S_FF' = (2k+1)⁻¹ Σ_qMM' |⟨FM|T_kq|F'M'⟩|².

T_kq⊗1 is also a rank-k tensor for rotations of the whole atom. The Wigner–Eckart theorem then says

⟨FM|T_kq|F'M'⟩ = t_FF' C(kq,F'M'|FM).

For each of the 2F+1 values of M the squared coefficients sum to one, so

S_FF' = (2F+1) |t_FF'|²/(2k+1).

**5. The 6j symbol**

To isolate t_FF', form the vector

|Φ_FM⟩ = Σ_qM' C(kq,F'M'|FM) T_kq |F'M'⟩.

Its overlap with |FM⟩ is t_FF' ΣC² = t_FF'. Now treat k, J and I as three angular momenta, and let the linear map L send |kq⟩|Jm'⟩|Im_I⟩ to (T_kq|Jm'⟩)|Im_I⟩. Then |Φ_FM⟩ is the image under L of the state in which J and I are first coupled to F', and k and F' then to F. Recouple it so that k and J are joined first:

|k,(JI)F';FM⟩ = Σ_J'' R_J'' |(kJ)J'',I;FM⟩.

On the pair (kJ)J'' the definition of T_kq and the orthogonality of the Clebsch–Gordan coefficients give

Σ_qm' C(kq,Jm'|J''m'') T_kq|Jm'⟩
 = c Σ_m [Σ_qm' C(kq,Jm'|J''m'') C(kq,Jm'|Jm)] |Jm⟩
 = c δ_J''J |Jm''⟩.

Only J'' = J survives, because T_kq does not lead out of the level. Therefore |Φ_FM⟩ = c R_J |FM⟩ and t_FF' = c R_J.

The 6j symbol, written {top row; bottom row}, is defined up to sign by the recoupling overlap:

⟨(j₁j₂)j₁₂,j₃;j | j₁,(j₂j₃)j₂₃;j⟩² = (2j₁₂+1)(2j₂₃+1) {j₁ j₂ j₁₂; j₃ j j₂₃}².

Here j₁ = k, j₂ = J, j₃ = I, j₁₂ = J, j₂₃ = F' and j = F, so

R_J² = (2J+1)(2F'+1) {k J J; I F F'}².

A 6j symbol is unchanged when upper and lower entries are exchanged in two columns, and when columns are permuted. Exchanging in the last two columns gives {k F F'; I J J}; moving the first column to the end gives {F F' k; J J I}. Collecting factors,

S_FF' = [(2F+1)/(2k+1)] · [(2k+1)/(2J+1)] · (2J+1)(2F'+1) {F F' k; J J I}²
 = (2F+1)(2F'+1) {F F' k; J J I}².

This is symmetric in F and F', while ω_FF' changes sign. The imaginary parts of the exponentials cancel in pairs, leaving

G_k(t) = Σ_FF' w_k(F,F') cos ω_FF' t,

w_k(F,F') = [(2F+1)(2F'+1)/(2I+1)] {F F' k; J J I}².

Both sums run over all F, so each unequal pair enters twice. The weights are non-negative and add up to G_k(0) = 1; hence |G_k(t)| ≤ 1.

The opening case can now be recovered. For J = I = 1/2, k = 1, F = 0 and F' = 1, the coupling to F = 0 allows only J'' = I = 1/2. The recoupling has one term, so R_J² = 1 and the squared 6j symbol is 1/[(2J+1)(2F'+1)] = 1/6. Then w₁(0,1) = (1·3/2)(1/6) = 1/4. The two orders give the cosine amplitude 1/2. Since the weights add up to one, the constant is 1/2, as found at the start.

**6. Long times and the meaning of resolved**

The average of a cosine of nonzero frequency over a time T is sin(ωT)/(ωT), which vanishes as T grows. If no two F levels coincide, only F = F' remains:

Ḡ_k = Σ_F [(2F+1)²/(2I+1)] {F F k; J J I}².

The energies have dropped out. If two different F levels do coincide, their cross terms do not oscillate and must be added to this sum.

Fluorescence collected over the whole decay weights each time by Γe^(−Γt). For one beat,

∫₀^∞ Γe^(−Γt) cos ωt dt = Re[Γ/(Γ−iω)] = Γ²/(Γ²+ω²).

The decay-weighted factor is therefore

⟨G_k⟩ = Σ_FF' w_k(F,F') Γ²/(Γ²+ω_FF'²).

When every |ω_FF'| with F ≠ F' is much larger than Γ, this tends to Ḡ_k, with corrections of order (Γ/ω)². That is the sense of "resolved". In the opposite limit, all |ω_FF'| ≪ Γ, every fraction tends to one and so does ⟨G_k⟩: the atom radiates before the nucleus can act.

For orientation the average has a simple reading. Within one F, the projection theorem replaces J by α_F F, with

α_F = [F(F+1) + J(J+1) − I(I+1)]/[2F(F+1)].

Thus only the part of J along F is kept. For J = I this gives α_F = 1/2 for every F > 0. With T₁₀ proportional to J_z, Ḡ₁ is the trace of (α_F F_z)² divided by the trace of J_z², both over the full space of dimension N = (2J+1)(2I+1). By isotropy these traces are one third of those of α_F²F² and J². Since Tr(I·J) = 0, Tr F² = 2J(J+1)N for J = I, and

Ḡ₁ = (1/4) · 2J(J+1)N/[J(J+1)N] = 1/2  (J = I).

**7. The start of the depolarization**

The short-time limit needs no 6j symbol. Differentiating the trace formula twice at t = 0 gives

G_k''(0) = −Tr([H,T_kq]†[H,T_kq])/[ħ²(2I+1)],

where T_kq stands for T_kq⊗1. For H = A I·J the commutator is A Σ_a I_a[J_a,T_kq]. The nuclear trace is Tr(I_aI_b) = δ_ab I(I+1)(2I+1)/3. For a rank-k tensor Σ_a[J_a,[J_a,T_kq]] = k(k+1)T_kq, so the remaining electronic trace is k(k+1). Hence

G_k(t) ≈ 1 − (1/6) k(k+1) I(I+1) (At/ħ)²,

valid while every |ω_FF'|t ≪ 1. The loss begins quadratically, as a coherent motion does, and for this coupling its initial curvature grows with rank as k(k+1). It does not depend on J. For J = I = 1/2, k = 1 the formula gives 1 − (At/ħ)²/4, which is also the expansion of the opening result.

**8. From alignment to polarized light**

Let all hyperfine sublevels of the lower level be equally populated before the pulse, and let the exciting light be linearly polarized along z. Fluorescence is observed at right angles to z, with intensities I∥ and I⊥ for polarizations along z and x. If the hyperfine structure of the final level is not resolved, the detected intensity is Tr(ρ_J O_e), with

O_e = P_J (e·d) P_f (e·d) P_J,

where d is the electric dipole operator, e a real polarization vector, and P_J and P_f project on the upper and final electronic levels. This operator acts on the electrons alone.

The state is symmetric about z, so O_x and O_y have the same mean. Thus I∥ + 2I⊥ is the mean of O_x + O_y + O_z, a scalar, which measures the population. The difference I∥ − I⊥ is the mean of O_z − (O_x + O_y)/2, the q = 0 component of a rank-2 tensor. The ratio

r = (I∥ − I⊥)/(I∥ + 2I⊥)

therefore obeys r(t) = G₂(t) r(0). For light collected over the decay, numerator and denominator are integrated separately, and G₂ is replaced by ⟨G₂⟩. Setting I∥ + 2I⊥ = 1 gives I⊥ = (1−r)/3 and I∥ = (1+2r)/3, so the degree of polarization is

P = (I∥ − I⊥)/(I∥ + I⊥) = 3r/(2+r).

P is not linear in r, so it is r, not P, that should be multiplied by the depolarization factor.

**9. A model level with J = I = 3/2**

Take A/h = 100 MHz, no quadrupole term and a lifetime 1/Γ = 20 ns. The energies E_F/h are −375, −275, −75 and 225 MHz for F = 0, 1, 2 and 3. For alignment the stationary weights are 3/50 from F = 1 and 21/100 from F = 3:

Ḡ₂ = 0.06 + 0.21 = 0.27.

The level F = 2 contributes nothing, although the triangle rules would allow it. The reason is visible in its stretched state, which contains m = 3/2 and m = 1/2 with equal probability. The alignment operator 3J_z² − J(J+1) equals +3 for the first and −3 for the second, so its mean is zero. The Clebsch–Gordan coefficient for this diagonal element is not zero, so t₂₂ must vanish.

Adding the beats of equal frequency, with t in µs and frequencies in MHz,

G₂(t) = 0.27 + 0.15 cos(2π·200t) + 0.475 cos(2π·300t) + 0.105 cos(2π·500t).

The amplitude 0.475 is 1/8 from the pair (0,2) plus 7/20 from (2,3). At t = 5 ns the three cosines are +1, −1 and −1, so

G₂ = 0.27 + 0.15 − 0.475 − 0.105 = −0.16.

The alignment has changed sign, and so has r. For a transition with r(0) > 0, such as the one treated below, the light polarized across z is for a moment the stronger. At 10 ns every phase is a multiple of 2π and G₂ = 1. This full revival at t = h/A occurs because F(F+1)/2 is an integer for integer F, so that all intervals are multiples of A. A general quadrupole term spoils this.

The initial curvature can be checked against the same amplitudes. In units of (A/ħ)² the sum of amplitude times squared frequency is

0.15·4 + 0.475·9 + 0.105·25 = 7.5,

and section 7 gives k(k+1)I(I+1)/3 = 6·3.75/3 = 7.5.

Now let the lower and final level have J = 1/2. Starting from an unpolarized lower level, z-polarized light fills m = ±1/2 equally. From m = 1/2 the decay goes with probability 2/3 by z-polarized emission and 1/3 by circular emission, which is shared equally between x and y. In these units I∥ = 2/3 and I⊥ = 1/6; m = −1/2 gives the same. Without hyperfine coupling,

r = (2/3 − 1/6)/(2/3 + 1/3) = 0.5,  P = 1.5/2.5 = 0.6.

In the resolved limit r = 0.27·0.5 = 0.135 and P = 0.405/2.135 = 0.190. Hyperfine coupling has cut the polarization from 60 % to 19 %.

The finite lifetime changes little. The smallest |ω_FF'|/Γ is 12.6, for the 100 MHz interval, which has no weight in G₂; the slowest beat present in G₂, at 200 MHz, has 25.1, and ⟨G₂⟩ = 0.2706 exceeds Ḡ₂ by 0.0006, or 0.2 % of Ḡ₂. For k = 1 and k = 3 the resolved averages are 1/2 and 1/5; the first is the value derived in section 6 for J = I.

The condition of distinct levels matters far more. If a term in (I·J)² is added so that F = 2 and F = 3 coincide, their amplitude 0.35 becomes stationary and the average of G₂ rises from 0.27 to 0.62.

The general formula was also tested for five pairs of spins, by evolving a random electronic density matrix together with an unpolarized nucleus and tracing over the nucleus. All multipoles agreed within 10⁻¹⁰. The numerical output lists the remaining weights and times.

**10. Where the result stops applying**

The weights depend on the initial product state. A narrow-band source that excites one F, or a pulse as long as the beat periods, prepares a different state, and G_k(0) = 1 no longer describes the start. For light collected over the whole decay under weak excitation, only the spectrum of the source matters: ⟨G_k⟩ still holds for a long pulse whose spectrum is flat across the hyperfine structure of both levels, and fails when the spectrum is narrower than that structure. A magnetic field that is not negligible on the scale of the hyperfine frequencies or of Γ removes the rotational symmetry used in section 3. The components are then not equally sensitive: a field along z whose Larmor frequency is of order Γ but far below the hyperfine frequencies dephases the components with q ≠ 0 and changes those with q = 0 only slightly. Hyperfine coupling to another J adds states absent from the sums. If the detector resolves the final hyperfine levels, the detection operator contains nuclear variables, and the electronic multipoles alone do not determine the signal.

Calculated quantities

```
Largest multipole error, 5 spin pairs: below 1e-10: True
J=I=1/2, k=1: constant term = 1/2 , cosine amplitude = 1/2
Example: J = 3/2 , I = 3/2
A/h = 100 MHz, lifetime = 20 ns
revival time h/A = 10.0 ns
E_F/h for F=0: -375.0 MHz
E_F/h for F=1: -275.0 MHz
E_F/h for F=2: -75.0 MHz
E_F/h for F=3: 225.0 MHz
Amplitudes (F<F' terms include both orders), k = 1, 2, 3:
F=0, F'=0: beat 0 MHz; 0, 0, 0
F=0, F'=1: beat 100 MHz; 1/8, 0, 0
F=0, F'=2: beat 300 MHz; 0, 1/8, 0
F=0, F'=3: beat 600 MHz; 0, 0, 1/8
F=1, F'=1: beat 0 MHz; 1/40, 3/50, 0
F=1, F'=2: beat 200 MHz; 1/5, 3/20, 3/40
F=1, F'=3: beat 500 MHz; 0, 21/200, 3/10
F=2, F'=2: beat 0 MHz; 1/8, 0, 1/8
F=2, F'=3: beat 300 MHz; 7/40, 7/20, 3/10
F=3, F'=3: beat 0 MHz; 7/20, 21/100, 3/40
G_1, G_2, G_3 at 0.0 ns: 1.0000, 1.0000, 1.0000
G_1, G_2, G_3 at 1.0 ns: 0.6089, 0.0646, -0.2707
G_1, G_2, G_3 at 2.5 ns: 0.3000, 0.1200, 0.0000
G_1, G_2, G_3 at 5.0 ns: 0.4000, -0.1600, -0.2000
G_1, G_2, G_3 at 10.0 ns: 1.0000, 1.0000, 1.0000
k=1: resolved average = 1/2 = 0.50000; decay-weighted = 0.50123
k=2: resolved average = 27/100 = 0.27000; decay-weighted = 0.27060
k=3: resolved average = 1/5 = 0.20000; decay-weighted = 0.20043
smallest omega/Gamma = 12.57
no hyperfine coupling: r = 0.5000, P = 0.6000
resolved limit:        r = 0.1350, P = 0.1897
lifetime included:     r = 0.1353, P = 0.1901
k=2 average with F=2 and F=3 degenerate = 0.62000
```
